\section*{Film support and asperity contact under a tilted wafer in chemical-mechanical planarization}

\section{A tenfold speed that polishes less}

In the model example treated here, a flat wafer is held at a fixed inclination and pressed at 20 kPa on a stiff, ungrooved, flooded pad; on a grooved pad or under a free gimbal the effect described below largely disappears, as the last two sections explain. When the sliding speed rises from 0.3 to 3.0 m/s, the product of contact pressure and speed falls from 3.07 to 0.58 kW/m$^2$. If removal is done by the touching asperities at a rate proportional to this product, the faster process removes about one fifth as much per unit time. The mean gap has meanwhile grown from 28.7 to 48.6 $\mu$m. The appendix derives how the slurry film and the asperities share the load, and why this growth of the gap outweighs the gain in speed.

\section{Geometry and film equation}

The wafer is a flat rigid disc of radius $R$. Coordinates $x,y$ have their origin at its centre, and $z$ points up from the pad. The carrier holds the wafer at a fixed small inclination $\alpha$, so that the gap is
\begin{equation}
h=h_0-\alpha x,\qquad \varepsilon=\frac{\alpha R}{h_0}<1 .
\label{gap}
\end{equation}
The pad axis is at $(0,d)$, and pad and wafer turn at the same rate $\Omega$. Their surface velocities are
\begin{equation}
\mathbf u_p=\Omega(d-y,\;x),\qquad \mathbf u_w=\Omega(-y,\;x).
\end{equation}
The difference is $(U,0)$ with $U=\Omega d$: the sliding speed is uniform, and for $\alpha>0$ the gap narrows along the sliding direction.

The film is thin, steady and isoviscous with viscosity $\mu$, and its inertia is neglected. The pressure $p$, measured from ambient, is then constant across the gap, and $\mu\,\partial_z^2\mathbf u=\nabla p$. With $\mathbf u=\mathbf u_p$ at $z=0$ and $\mathbf u=\mathbf u_w$ at $z=h$,
\begin{equation}
\mathbf u=\mathbf u_p\Big(1-\frac zh\Big)+\mathbf u_w\frac zh+\frac{z(z-h)}{2\mu}\nabla p .
\end{equation}
Since $\int_0^h z(z-h)\,dz=-h^3/6$, the flux per unit width is
\begin{equation}
\mathbf q=-\frac{h^3}{12\mu}\nabla p+\frac h2(\mathbf u_p+\mathbf u_w).
\label{flux}
\end{equation}
The wafer turns within its own inclined plane, so its surface has vertical velocity $\mathbf u_w\cdot\nabla h$. Integrating incompressibility over the gap gives $\nabla\cdot\mathbf q-\mathbf u_w\cdot\nabla h+\mathbf u_w\cdot\nabla h=0$, hence $\nabla\cdot\mathbf q=0$. Both surface velocities are divergence-free, which leaves
\begin{equation}
\nabla\cdot(h^3\nabla p)=6\mu(\mathbf u_p+\mathbf u_w)\cdot\nabla h
=-6\mu\alpha U\Big(1-\frac{2y}{d}\Big),
\label{reynolds}
\end{equation}
where $\nabla h=(-\alpha,0)$ was used. The pressure vanishes at the rim.

Three properties follow before any expansion in $\varepsilon$.

First, the gap is even in $y$ and the rotational source is odd in $y$. Rotation therefore produces a pressure odd in $y$, which has moments but no net load. If the sliding direction makes an angle $\beta$ with the direction of narrowing, the velocity component across the tilt gives no source, and the load is multiplied by $\cos\beta$.

Second, reversing $\alpha$ is equivalent to reflecting $x$ and reversing the translational source. The load changes sign: a gap that widens along the sliding direction pulls the wafer down, as long as the liquid sustains the subambient pressure.

Third, for $d\ge 2R$ the right side of (\ref{reynolds}) is nowhere positive on the disc when $\alpha>0$. By the maximum principle the pressure takes its minimum at the rim, so $p\ge0$ and the film has no reason to cavitate. For $d<2R$ this argument gives no guarantee.

\section{Load carried by the film}

At first order in the inclination, $h^3$ on the left of (\ref{reynolds}) may be replaced by $h_0^3$. From
\begin{equation}
\nabla^2(R^2-r^2)=-4,\qquad \nabla^2\big[y(R^2-r^2)\big]=-8y,
\end{equation}
the solution that vanishes at $r=R$ is
\begin{equation}
p=\frac{3\mu U\alpha}{2h_0^3}(R^2-r^2)\Big(1-\frac{y}{d}\Big).
\label{pfirst}
\end{equation}
The term in $y$ integrates to zero, and $\int(R^2-r^2)\,dA=\pi R^4/2$. Division by $\pi R^2$ gives the mean film pressure
\begin{equation}
p_h=\frac{3\mu U\alpha R^2}{4h_0^3}.
\label{ph}
\end{equation}

The next correction shows how far (\ref{ph}) can be trusted. Measure lengths along the wafer in units of $R$, put $H=1-\varepsilon x$, and write the load-carrying part of the pressure as $(6\mu U\alpha R^2/h_0^3)\,\psi$. Then
\begin{equation}
L\psi\equiv\nabla\cdot(H^3\nabla\psi)=-1,\qquad \psi=0\ \text{at}\ r=1,
\end{equation}
and the load is proportional to $T=\int\psi\,dA$. Try $\varphi=q/(4H^2)$ with $q=1-r^2$. Because $H^3\nabla\varphi=(H\nabla q-2q\nabla H)/4$ and $\nabla^2H=0$,
\begin{align}
L\varphi&=\tfrac14\big(H\nabla^2q-\nabla H\cdot\nabla q\big)\nonumber\\
&=\tfrac14\big[-4(1-\varepsilon x)-2\varepsilon x\big]=-1+\tfrac12\varepsilon x .
\end{align}
The remainder $\chi=\psi-\varphi$ obeys $L\chi=-\varepsilon x/2$. The operator $L$ is self-adjoint for functions that vanish at the rim, so
\begin{equation}
\int\chi\,dA=-\int\chi L\psi\,dA=-\int\psi L\chi\,dA=\frac\varepsilon2\int x\psi\,dA .
\end{equation}
Thus $T$ to second order needs $\psi$ only to first order. At that order $\varphi=\tfrac14q(1+2\varepsilon x)$. The remainder solves $\nabla^2\chi=-\varepsilon x/2$, and since $\nabla^2(xq)=-8x$ it is $\chi=\varepsilon xq/16$. Together,
\begin{equation}
\psi=\tfrac14q+\tfrac{9}{16}\varepsilon xq+O(\varepsilon^2).
\end{equation}
With $\int q\,dA=\pi/2$, $\int x^2q\,dA=\pi/12$ and $H^{-2}=1+2\varepsilon x+3\varepsilon^2x^2+\dots$,
\begin{align}
T&=\int\frac{q}{4H^2}\,dA+\frac\varepsilon2\int x\psi\,dA\nonumber\\
&=\frac\pi8+\frac{\pi\varepsilon^2}{16}+\frac{3\pi\varepsilon^2}{128}+O(\varepsilon^4)
=\frac\pi8\Big(1+\frac{11}{16}\varepsilon^2\Big)+O(\varepsilon^4).
\end{align}
Odd powers are absent because $T$ is unchanged under $\varepsilon\to-\varepsilon$, $x\to-x$. The mean film pressure is therefore
\begin{equation}
p_h=\frac{3\mu U\alpha R^2}{4h_0^3}\Big[1+\frac{11}{16}\varepsilon^2+O(\varepsilon^4)\Big].
\label{phfull}
\end{equation}
A finite-volume solution built from the flux (\ref{flux}) gives 0.6874 for the coefficient, against $11/16=0.6875$.

The inclination can be specified in two ways, and they give different speed laws. If the film carries the whole pressure $P$ at fixed angle $\alpha$, equation (\ref{ph}) gives
\begin{equation}
h_\infty=\Big(\frac{3\mu U\alpha R^2}{4P}\Big)^{1/3}.
\label{cube}
\end{equation}
If instead the relative tilt $\varepsilon$ is held fixed, then $\alpha=\varepsilon h_0/R$ and
\begin{equation}
h_0=\Big(\frac{3\mu U\varepsilon R}{4P}\Big)^{1/2}.
\end{equation}
An implementation must state which quantity the carrier fixes. The rest of this appendix keeps $\alpha$ fixed.

\section{Load carried by asperities}

Let the pad have $\eta$ asperities per unit area, with tip radius $b$ and contact modulus $E^*$. Their heights $z$ above a reference plane have the density $e^{-z/\lambda}/\lambda$. The same plane is used for the film gap, each asperity deforms independently, and the bulk pad is rigid. A tip compressed by $z-h$ carries the Hertz force $\frac43E^*\sqrt b\,(z-h)^{3/2}$. With $t=(z-h)/\lambda$ and $\Gamma(5/2)=3\sqrt\pi/4$, the local contact pressure is
\begin{align}
p_{\rm loc}(h)&=\tfrac43\eta E^*\sqrt b\,\lambda^{3/2}e^{-h/\lambda}\int_0^\infty t^{3/2}e^{-t}\,dt
=P_0e^{-h/\lambda},\nonumber\\
P_0&=\sqrt\pi\,\eta E^*\sqrt b\,\lambda^{3/2}.
\end{align}
The touching area fraction is $\pi b\eta\int_h^\infty(z-h)e^{-z/\lambda}dz/\lambda=\pi b\eta\lambda e^{-h/\lambda}$. The mean pressure on the touching spots is the ratio of the two, $E^*\sqrt{\lambda/(\pi b)}$, which does not depend on load. In this model a closer gap makes more contact area at the same mean spot pressure, which supports taking removal proportional to $p_cU$.

The average over the tilted disc, with $a=\alpha R/\lambda$ and $r$ in units of $R$, is
\begin{equation}
\frac1\pi\int_0^1\!\!\int_0^{2\pi}e^{ar\cos\theta}\,r\,d\theta\,dr
=2\int_0^1rI_0(ar)\,dr=\frac{2I_1(a)}a ,
\end{equation}
because $(sI_1(s))'=sI_0(s)$. Hence
\begin{equation}
p_c=P_0\,\frac{2I_1(a)}{a}\,e^{-h_0/\lambda}.
\label{pc}
\end{equation}
The modified Bessel factor exceeds one: the narrow side gains more contact than the wide side loses.

\section{Sharing the load}

Equilibrium requires $P=p_h+p_c$. At fixed $\alpha$ both (\ref{ph}) and (\ref{pc}) decrease with $h_0$, so the gap is unique. Solving for it needs iteration, but the contact share $f=p_c/P$ makes the solution explicit. From (\ref{pc}),
\begin{equation}
h_f=\lambda\ln\frac Af,\qquad A=\frac{2P_0I_1(a)}{aP},
\label{hf}
\end{equation}
and from $(1-f)P=p_h$ at leading order in $\varepsilon$,
\begin{equation}
U_f=\frac{4(1-f)P\,h_f^3}{3\mu\alpha R^2}.
\label{uf}
\end{equation}
Dividing $U_f$ by $1+11\varepsilon^2/16$ at $h_0=h_f$ includes the tilt correction. Stepping $f$ from near 1 towards 0 tabulates the whole curve without a root search. Viscosity and speed enter only as the product $\mu U$. The solution is usable while $h_f>\alpha R$; otherwise the narrow edge reaches the reference plane.

At low speed $f\to1$, the gap tends to $\lambda\ln A$, and $p_cU$ rises in proportion to $U$. At high speed the film carries nearly everything. Equation (\ref{uf}) can be written as $h_0=h_\infty(1-f)^{-1/3}$, so the gap approaches the cube-root law from above, and $f\simeq Ae^{-h_\infty/\lambda}$. The contact share then falls as the exponential of $-U^{1/3}$, which eventually defeats the factor $U$ in the removal rate.

The speed of greatest contact removal maximizes $fU_f$. This product vanishes at $f\to0$ and at $f\to1$, so a maximum lies between. Since $dh_f/df=-\lambda/f$,
\begin{equation}
\frac{d}{df}\ln\big[f(1-f)h_f^3\big]=\frac1f-\frac1{1-f}-\frac{3\lambda}{fh_f}=0 .
\end{equation}
Multiplication by $f$ gives
\begin{equation}
\frac{1-2f}{1-f}=\frac{3\lambda}{h_f}.
\label{best}
\end{equation}
For $A>1$ the left side falls from 1 to $-\infty$ on $0<f<1$, while the right side rises from 0 and stays positive. There is one root, and it has $f<1/2$. As $U_f$ decreases with $f$, the best speed lies above the crossover speed at which film and contact carry equal loads. At leading order the best share depends on $A$ alone; changing the viscosity moves the best speed in inverse proportion and leaves the share unchanged.

\section{Worked numbers}

The model parameters are $R=100$ mm, $d=200$ mm, $\mu=2$ mPa s, $P=20$ kPa, $\alpha=50$ $\mu$rad, $\lambda=5$ $\mu$m, $b=50$ $\mu$m, $\eta=2\times10^8$ m$^{-2}$ and $E^*=100$ MPa. Then $a=1$, $P_0=2.80$ MPa, the Bessel factor is 1.130, and
\[
A=\frac{2.802\times1.1303}{0.0200}=158 .
\]

\textbf{Crossover.} Setting $f=1/2$ gives $h_f=5\ln(317)=28.8$ $\mu$m and, from (\ref{uf}), $U=0.318$ m/s. Here $\varepsilon=5/28.8=0.174$, so the tilt correction is 2.1\% and lowers the speed to 0.312 m/s. Load balance with the numerical film pressure gives the same value. The crossover is gradual: by (\ref{hf}) and (\ref{uf}), going from $f=0.9$ to $f=0.1$ takes a factor of about 26 in speed.

\textbf{Greatest contact removal.} Equation (\ref{best}) gives $f=0.339$ at $h_f=30.7$ $\mu$m; both of its sides equal 0.488. The speed is
\[
U=\frac{4(0.661)(2\times10^4)(30.74\times10^{-6})^3}{3(2\times10^{-3})(5\times10^{-5})(0.1)^2}=0.512\ \text{m/s}.
\]
Direct maximization with the numerical film pressure gives 0.507 m/s and $p_cU=3.41$ kW/m$^2$.

\textbf{The opening fact.} Between 0.3 and 3.0 m/s the gap grows by 19.88 $\mu$m, or $3.976\lambda$. By (\ref{pc}) the contact pressure falls by a factor $e^{3.976}\approx53$, in agreement with the shares 0.512 and 0.0096. A tenfold speed divided by 53 leaves about one fifth.

\textbf{Sensitivity.} Doubling $\eta$ doubles $A$ and raises every $h_f$ by $\lambda\ln2=3.5$ $\mu$m. The leading-order crossover speed then rises by $(32.3/28.8)^3\approx1.41$. Doubling the viscosity instead halves that speed. The crossover is thus less sensitive to the asperity density than to the viscosity, but the dependence is not negligible, and the density needs to be measured on the pad in use.

\section{What must hold the inclination}

The film's pressure centre follows from the integrals above. Along $x$ it is
\begin{equation}
x_h=R\,\frac{\int x\psi\,dA}{\int\psi\,dA}=R\,\frac{3\pi\varepsilon/64}{\pi/8}=\frac{3\varepsilon R}8
\end{equation}
at leading order. From (\ref{pfirst}), with $\int y^2(R^2-r^2)\,dA=\pi R^6/12$,
\begin{equation}
y_h=-\frac1d\,\frac{\pi R^6/12}{\pi R^4/2}=-\frac{R^2}{6d}.
\end{equation}
The sideways offset points away from the pad axis, to the side where the sum of the two surface velocities along $x$ is larger, and survives as $\varepsilon\to0$. For contact, differentiating $2I_1(a)/a$ with respect to $a$ gives $2I_2(a)/a$, so the centre is at $x_c=RI_2(a)/I_1(a)>0$.

At 1 m/s the gap is 35.3 $\mu$m and $f=0.136$. The numerical film centre is at $x=5.3$ mm, $y=-8.3$ mm, and the contact centre at $x=24.0$ mm. Weighted by load, the combined centre lies at
\[
x=0.864\times5.34+0.136\times24.0=7.9\ \text{mm}.
\]
With 628 N of load, the normal forces exert a pitch moment of 4.95 N m about the wafer centre. It lifts the trailing edge and lowers the inlet edge, which reduces the inclination that supports the wafer. The combined centre also lies at $y=0.864\times(-8.32)=-7.2$ mm, so there is a roll moment of similar size, 4.5 N m.

Drag does not help. The slurry's horizontal force on the wafer is the wall shear plus the pressure on the inclined face. Its $x$ component is
\begin{equation}
\int\Big(\frac{\mu U}{h}-\frac h2\,\partial_xp+\alpha p\Big)dA
=\int\Big(\frac{\mu U}{h}+\frac{\alpha p}2\Big)dA>0,
\end{equation}
where the middle term was integrated by parts with $p=0$ at the rim and $\partial_xh=-\alpha$. Contact friction also acts along $+x$. For a pivot on the wafer axis the pressure is already counted in the moment above, and only the shear in the wafer plane, $\int(\mu U/h-\alpha p/2)\,dA$, has the pivot height as lever arm; its second term is $3\varepsilon^2/8$ of the first at leading order, so it too is positive. Acting below a pivot, shear and friction both turn the inlet edge down. A free gimbal on the wafer axis, with its pivot at or above the film, therefore cannot hold this attitude; the carrier must supply a moment, or the pivot must be displaced. A wafer free to choose its tilt needs its moment equations solved together with the load balance, and its tilt generally has a component across the sliding direction too. The load formulas then serve at each trial inclination, with the factor $\cos\beta$ on the film load, but the film moments must be computed anew for the tilted direction. With a free pivot above the film, the friction moment is balanced by a gap that widens slightly along the sliding direction. The film then pulls the wafer down instead of lifting it. For the parameters above, a friction coefficient of 0.3 and a pivot 2 to 10 mm above the film, $f$ stays between 1.0 and 1.2 and $p_cU$ rises about tenfold from 0.3 to 3.0 m/s.

\section{Limits of use}

At 1 m/s the reduced Reynolds number $\rho Uh_0^2/(\mu R)$, with slurry density $\rho=1000$ kg/m$^3$, is $6\times10^{-3}$, and neglecting inertia is a good approximation. At 3 m/s it is less accurate. In a parallel gap the liquid's acceleration, averaged with the weight $6z(h-z)/h^3$, has divergence $-2\Omega^2$. Inertia then adds the pressure $-\rho\Omega^2(R^2-r^2)/2$, whose mean is $-\rho U^2R^2/(4d^2)$. At 3 m/s this is $-0.56$ kPa, only 3\% of $P$ but three times the contact pressure. Including it raises $p_cU$ from 0.58 to 0.63 kW/m$^2$ and leaves the opening comparison near one fifth.

The rim must also stay flooded. At leading order the inflow is $h_0UR$, about 0.9 litres per minute at 3 m/s. The dynamic pressure $\rho U^2/2$ is then 4.5 kPa, so setting $p=0$ at the inlet is itself approximate. If inlet effects shifted the mean film pressure by a quarter of that amount, $p_cU$ at 3 m/s would lie between 0.48 and 0.68 kW/m$^2$. A pad 1 mm thick with modulus $E^*$ would compress by about 0.2 $\mu$m under the mean pressure, small beside $\alpha R=5$ $\mu$m. A softer pad or a smaller inclination removes that margin, and pad deflection must then enter $h$.

The gap is five to ten times $\lambda$ over the computed speeds. At 3 m/s the contact load rests on only about 430 tips, drawn from the tail of the height distribution near $10\lambda$, where heights are comparable to the tip radius; the result holds only if the exponential tail extends that far on the pad in use. The spot pressure, $0.18E^*$, is at the edge of small-strain Hertz contact. The effect of roughness on the flux (\ref{flux}) has been left out. Its size is indicated by the choice of plane for the film gap: raising that plane by the asperity volume per unit area, about 1.4 $\mu$m, changes the opening ratio from 0.19 to 0.16, and raising it by $\lambda$ gives 0.11. Wafer curvature, pad grooves and a retaining ring alter the gap or the rim pressure, and each requires (\ref{reynolds}) to be solved anew. Grooves that vent to ambient matter most: on a land of width $w$ the mean film pressure is about $\mu U\alpha w^2/(2h_0^3)$, smaller than (\ref{ph}) by the factor $2w^2/(3R^2)$, which is $1.5\times10^{-4}$ for $w=1.5$ mm. The asperities then carry nearly the whole load, and $p_cU$ grows in proportion to $U$ over the speeds considered. The link from $p_cU$ to a removal rate needs a measured coefficient and assumes that abrasive carried in the film, away from asperities, removes nothing. The values at all computed speeds are in the numerical output that follows.

\section*{Computed results}
\begin{verbatim}
wafer radius R = 100 mm; axis distance d = 200 mm
viscosity = 2.0 mPa s; applied pressure P = 20.0 kPa
inclination = 50 microrad; alpha R = 5.0 um
height decay length = 5.0 um; tip radius = 50 um
asperity density = 2.0e+08 1/m^2; contact modulus = 100 MPa
total applied load = 628.3 N
tilt coefficient, numerical = 0.6874; 11/16 = 0.6875
load ratio at 50 deg misalignment = 0.6428; cos = 0.6428
load ratio for reversed tilt = -1.0000
contact prefactor P0 = 2.802 MPa
tilt parameter a = 1.000; contact tilt factor = 1.1303
A = P0*factor/P = 158.39
mean pressure on touching spots = 17.84 MPa
touching area fraction if contact carries all = 1.12e-03
gap with contact only = 25.33 um
balance with numerical film load:
 U = 0.1 m/s: gap = 26.48 um, contact share = 0.7931, p_c U = 1.586 kW/m^2
 U = 0.3 m/s: gap = 28.67 um, contact share = 0.5124, p_c U = 3.074 kW/m^2
 U = 1.0 m/s: gap = 35.30 um, contact share = 0.1359, p_c U = 2.718 kW/m^2
 U = 3.0 m/s: gap = 48.55 um, contact share = 0.0096, p_c U = 0.577 kW/m^2
leading law at 1 m/s: gap = 35.19 um, share = 0.1392
film-only cube-root gap at 1 m/s = 33.47 um
eps at 1 m/s = 0.1416; 11 eps^2/16 = 0.0138
half-share gap, leading law = 28.79 um
half-share speed: leading = 0.3182 m/s, numerical film = 0.3116 m/s
best-removal share: leading = 0.3386, numerical film = 0.3362
best-removal gap, leading law = 30.74 um
best-removal speed: leading = 0.5123 m/s, numerical film = 0.5065 m/s
greatest p_c U, numerical film = 3.406 kW/m^2
film pressure centre at 1 m/s: x = 5.34 mm, y = -8.32 mm
leading formulas: x = 5.31 mm, y = -8.33 mm
contact pressure centre: x = 24.02 mm
combined centre at 1 m/s: x = 7.88 mm, y = -7.19 mm
carrier pitch moment needed at 1 m/s = 4.95 N m (normal forces only)
reduced Reynolds number at 1 m/s = 6.23e-03
bulk compression of a 1 mm pad, estimate = 0.20 um
\end{verbatim}
